# Terrace-width variance of free-fermion steps and the Wigner surmise error

A vicinal surface carries a train of steps, all descending in the same direction, with mean separation $\ell$. Let $y$ run along the steps and $x$ across them. Steps wander thermally and may not cross, and at first they have no other interaction. The surface is in equilibrium, $\ell$ is much larger than the atomic row spacing, and the steps are many and long. The step stiffness is $\tilde\beta$ (energy per length), and $s$ is a terrace width divided by $\ell$. "Exact" below means exact for this model.

## Part (a): steps as fermions

**Question.** Find the joint probability density of the step positions on a line $y=\text{const}$ far from the step ends.

**Answer.** A step tilted by a small slope $dx/dy$ costs the extra free energy $\frac{\tilde\beta}{2}\int (dx/dy)^2dy$. Over a short length $\Delta y$, a displacement $\Delta x$ has weight $\exp[-\tilde\beta\,\Delta x^2/(2kT\Delta y)]$, a Gaussian of variance $kT\Delta y/\tilde\beta$. The partition function $Z$ of $N$ steps, as a function of their end positions, therefore obeys a diffusion equation:

$$\frac{\partial Z}{\partial y}=\frac{kT}{2\tilde\beta}\sum_i\frac{\partial^2Z}{\partial x_i^2}=-\frac{H}{kT}Z,\qquad H=-\frac{(kT)^2}{2\tilde\beta}\sum_i\frac{\partial^2}{\partial x_i^2}.$$

Non-crossing requires $Z=0$ when two positions coincide. An antisymmetric function meets this condition automatically, so in the ordered sector $x_1<x_2<\dots$ the problem is that of free fermions, with $y$ as imaginary time.

The weight of a configuration at $y$ is the product of the partition functions of the parts below and above it. Far from both ends, each factor $e^{-yH/kT}$ retains the lowest state $\psi_0$, so the density is $|\psi_0|^2$.

Put the steps on a ring of length $L=N\ell$. The candidate for $\psi_0$ is the Slater determinant of the plane waves

$$\varphi_j(x)=L^{-1/2}e^{2\pi i jx/L},\qquad j=-\tfrac{N-1}{2},\dots,\tfrac{N-1}{2}.$$

With $z=e^{2\pi ix/L}$ this is a Vandermonde determinant times a phase. Since $|z_i-z_j|=2|\sin(\pi(x_i-x_j)/L)|$,

$$|\psi_0|^2\propto\prod_{i<j}\sin^2\frac{\pi(x_i-x_j)}{L}.$$

Its modulus has no zero inside the ordered sector, as a lowest state must. The power 2 is the purely entropic repulsion: close steps have few ways to wander without meeting.

## Part (b): the gap probability

**Question.** Show that the probability of finding no step in an interval $J$ is a Fredholm determinant, and find its kernel for $N\to\infty$.

**Answer.** Integrate the normalized density over positions outside $J$:

$$E=\frac1{N!}\int_{\bar J}\!dx_1\cdots\int_{\bar J}\!dx_N\,\bigl|\det\varphi_j(x_i)\bigr|^2 .$$

Expanding both determinants gives a double sum over permutations $P,Q$ of products of $M_{jk}=\int_{\bar J}\varphi_j^*\varphi_k\,dx$. Each term depends only on the relative permutation $R=QP^{-1}$, so the sum over $P$ gives a factor $N!$ and

$$E=\sum_R \mathrm{sgn}(R)\prod_jM_{j,R(j)}=\det M=\det\Bigl(\delta_{jk}-\int_J\varphi_j^*\varphi_k\,dx\Bigr).$$

The last step uses orthonormality on the whole ring. Let $A$ map coefficients $c_j$ to the function $\sum_j\varphi_j(x)c_j$ on $J$. The overlap matrix is $A^\dagger A$, which has the same nonzero eigenvalues as $AA^\dagger$. Hence $E=\det(1-K)$ on $J$, with $K(x,x')=\sum_j\varphi_j(x)\varphi_j^*(x')$.

Now measure lengths in units of $\ell$, so that $L=N$. With $r=x-x'$ the geometric sum is

$$K_N(r)=\frac{\sin\pi r}{N\sin(\pi r/N)}\;\longrightarrow\;K(r)=\frac{\sin\pi r}{\pi r}.$$

For an interval of length $s$, $E(s)=\det(1-K)_{[0,s]}$. Because $K$ is a projection restricted to an interval, its eigenvalues $\lambda_i$ lie between 0 and 1.

## Part (c): from gaps to terrace widths

**Question.** Express the width density $p(s)$ and the variance through $E$. Find $p$ at small $s$.

**Answer.** $E(s)-E(s+ds)=-E'(s)\,ds$ is the probability that an interval $s$ is empty and the next element $ds$ holds a step. Repeating the argument at the other end, $E''(s)\,ds\,dt$ is the probability of steps in two end elements with none between. It also equals the probability $dt$ of a step in the first element (the density is 1) times $p(s)\,ds$. Therefore $p=E''$.

At small $s$, $E=1-\operatorname{tr}K+\dots=1-s+\dots$, so $E(0)=1$ and $E'(0)=-1$. For large $s$, the inequality $1-\lambda\le e^{-\lambda}$ gives

$$E(s)=\prod_i(1-\lambda_i)\le e^{-\operatorname{tr}K}=e^{-s}.$$

$E$ is decreasing and convex, so $|E'(s)|\le E(s-1)-E(s)\le e^{-(s-1)}$. Boundary terms at infinity thus vanish, and integration by parts gives

$$\int_0^\infty p\,ds=-E'(0)=1,\qquad \int_0^\infty sp\,ds=-\int_0^\infty E'\,ds=1,$$

$$\int_0^\infty s^np\,ds=n(n-1)\int_0^\infty s^{n-2}E\,ds\quad(n\ge2).$$

The variance is therefore

$$\sigma^2=2\int_0^\infty E(s)\,ds-1 .$$

For small $s$, the second-order term of the determinant is

$$\frac12\int_0^s\!\!\int_0^s\bigl[1-K(x-x')^2\bigr]dx\,dx'\simeq\frac12\cdot\frac{\pi^2}{3}\cdot\frac{s^4}{6}=\frac{\pi^2s^4}{36},$$

because $1-K^2\simeq\pi^2r^2/3$ and the double integral of $r^2$ is $s^4/6$. Later terms are of higher order in $s$. Differentiating twice, $p\simeq(\pi^2/3)s^2$.

## Part (d): numerical evaluation

**Question.** Evaluate $\sigma^2$, bound the error from cutting the integral at $s=6$, and give independent evidence for the value.

**Answer.** The Fredholm determinant is a series of multiple integrals of small determinants of $K$. Replacing each integral by a Gauss–Legendre sum with nodes $x_i$ and weights $w_i$ on $[0,s]$ turns the series into the expansion of an ordinary determinant:

$$E(s)\simeq\det\bigl[\delta_{ij}-K(x_i-x_j)w_j\bigr].$$

The kernel is smooth, so few nodes suffice. For $E(2)$, 4, 6 and 8 nodes give 0.003861908, 0.003498644 and 0.003497327. With 12 nodes the result, 0.003497325149, agrees with that for 40 nodes in every printed digit.

For the cutoff, split an interval of length $s+t$ into two adjoining pieces. In block form, with $P$ and $R$ the diagonal blocks of the positive operator $1-K$ and $Q$ the off-diagonal one,

$$E(s+t)=\det P\,\det(R-Q^\dagger P^{-1}Q)\le\det P\,\det R=E(s)E(t).$$

With $E(3)=6.60\times10^{-6}$ this gives $E(6)\le4.4\times10^{-11}$. Moreover

$$2\int_6^\infty E\,ds\le2E(6)\int_0^\infty E\,dt\le2E(6)\le9\times10^{-11},$$

where $\int E\le\int e^{-t}dt=1$ was used. The cutoff is harmless.

Integrating with 80 points in $s$ and 40-node determinants gives $\int E\,ds=0.58999694$, so

$$\sigma^2=2(0.58999694)-1=0.17999388\approx0.180 .$$

Three further calculations support this.

- Differentiating $E$ numerically and integrating $s^2p$ directly gives the same 0.17999388.
- Two steps on a ring of length 2 have $p=\sin^2(\pi s/2)$ for $0<s<2$. Then $\langle s^2\rangle=\frac12\int_0^2s^2(1-\cos\pi s)\,ds=\frac43-\frac2{\pi^2}$ and the variance is $\frac13-\frac2{\pi^2}=0.130691$. The determinant with kernel $K_2$ reproduces it.
- For twelve steps on a ring, the determinant with $K_{12}$ gives 0.178628. Metropolis sampling of $|\psi_0|^2$, which uses no determinant, gives $0.17852\pm0.00031$.

The ring values also show the size effect: a periodic train of twelve steps has a variance 0.8% below that of the infinite train.

## Part (e): the error of the Wigner surmise

**Question.** The surmise is $p_W=a s^2e^{-bs^2}$, with unit norm and unit mean. Find its variance and quantify its error against the exact result.

**Answer.** The integrals of $s^2$, $s^3$ and $s^4$ times $e^{-bs^2}$ over $(0,\infty)$ are $\sqrt\pi/(4b^{3/2})$, $1/(2b^2)$ and $3\sqrt\pi/(8b^{5/2})$. The norm gives $a=4b^{3/2}/\sqrt\pi$. The mean is then $2/\sqrt{\pi b}=1$, so $b=4/\pi$ and $a=32/\pi^2$. The second moment is $3/(2b)=3\pi/8$, whence

$$p_W=\frac{32}{\pi^2}s^2e^{-4s^2/\pi},\qquad\sigma_W^2=\frac{3\pi}{8}-1=0.178097 .$$

Relative to the exact variance the error is

$$\frac{0.178097-0.179994}{0.179994}=-1.05\% .$$

The standard deviation, being a square root, is low by half as much, 0.53%.

The shape errors point the same way. At small $s$ the coefficient of $s^2$ is 3.242 in the surmise and $\pi^2/3=3.290$ exactly, so the surmise is 1.4% low. On a grid of spacing 0.02 up to $s=5$, the largest difference is $p-p_W=-0.0052$, at $s=1.10$, where $p_W\approx0.84$. At $s=3$ the exact density is 15% above the surmise, though both are tiny there ($p=3.5\times10^{-4}$). The surmise puts slightly too much weight near the mean and too little at both extremes, hence its smaller variance. The total-variation distance $\frac12\int|p-p_W|ds$ is 0.0027: the two distributions assign any class of widths probabilities that differ by at most about 0.3 percentage points.

The surmise is thus adequate for a histogram of ordinary quality, but at $s=3$ it is already 13% below the exact density, and it should not be used to count rare, very wide terraces.

## Part (f): a vicinal PbTe(111) surface

**Question.** A PbTe(111) surface is miscut by $1^\circ$ and held at 600 K, with the incoming flux balancing evaporation. Take a cubic lattice constant of roughly 0.646 nm. Find both standard deviations in nm, and the number of independent terraces at which the surmise error equals one standard error of the measured variance.

**Answer.** Along [111] planes of Pb and of Te alternate, 0.187 nm apart. All steps are taken to be one Pb–Te double layer high, so that every terrace has the same termination and the steps are identical. The step height is then $h=0.646/\sqrt3=0.373$ nm, so

$$\ell=\frac{h}{\tan1^\circ}=\frac{0.3730}{0.017455}=21.37\ \text{nm}.$$

With one more digit, $\ell=21.367$ nm, the exact standard deviation is $21.367\sqrt{0.17999}=9.065$ nm and that of the surmise is $21.367\sqrt{0.17810}=9.017$ nm. They differ by 0.048 nm, about one eighth of the spacing between atomic rows, $0.646\sqrt6/4=0.396$ nm. The digits serve only this comparison: 0.646 nm is a room-temperature value, and thermal expansion of roughly 0.6% up to 600 K would raise both standard deviations by about 0.05 nm, while leaving their ratio unchanged.

With the mean known, the variance is estimated from $n$ independent terraces by averaging $(s-1)^2$. The relative standard error of this average is $\sqrt{(\mu_4/\sigma^4-1)/n}$, with $\mu_4$ the fourth central moment. From part (c), $\langle s^3\rangle=6\int sE\,ds=1.57794$ and $\langle s^4\rangle=12\int s^2E\,ds=2.33309$, so

$$\mu_4=\langle s^4\rangle-4\langle s^3\rangle+6\langle s^2\rangle-3=0.1013,\qquad \frac{\mu_4}{\sigma^4}=3.127 .$$

Setting the relative error equal to 0.01054,

$$n=\frac{2.127}{(0.01054)^2}\approx1.9\times10^4 .$$

Neighbouring terraces share a step and are not independent, so this number refers to terraces sampled far apart. Even then it gives only a one-standard-error distinction.

## Part (g): what the model leaves out

**Question.** For the same surface, take $\tilde\beta=0.3$ eV/nm and a repulsion $A/x^2$ per unit step length with $A=0.002$ eV nm. Both are round assumed values, not measurements on PbTe. Size the effects of discrete rows, repulsion and finite step length.

**Answer. Discrete rows.** Let steps hop between neighbouring rows, at most one step per row, with $\rho=0.396/21.37=0.0185$ steps per row. Let $E_k$ be the probability that $k$ successive rows are empty. The probability $P(m)$ of a spacing of $m$ rows obeys the discrete form of $p=E''$, and summation by parts gives the second moment:

$$\rho P(m)=E_{m+1}-2E_m+E_{m-1},\qquad \langle m^2\rangle=\frac1\rho\Bigl(1+2\sum_{k\ge1}E_k\Bigr).$$

For 5 steps on a ring of 12 rows, enumerating all 792 configurations gives $\langle m^2\rangle=6.73694116$, and the determinants give the same.

For the infinite train the kernel is $\sin[\pi\rho(i-j)]/[\pi(i-j)]$. In units of $\ell^2$, the variance moves by $-9\times10^{-9}$, which is negligible for this contact rule. Rows four times coarser give $-2.3\times10^{-6}$, about $4^4$ times more. This suggests a fourth-power law in $\rho$, which is a conjecture from two points.

The contact rule itself matters more. If the smallest allowed spacing is $d$ rows instead of one, subtracting $d-1$ rows from every spacing restores the model above, with a mean spacing shorter by the same amount. At fixed $\ell$ the variance is therefore multiplied by $[1-(d-1)\rho]^2$, apart from the tiny shift just found. Steps that may share a row ($d=0$) have a variance 3.7% higher, and steps barred from adjacent rows ($d=2$) one 3.7% lower. On a real (111) surface, successive layers are also offset sideways by a third of a row spacing (two thirds counted the other way), so terrace widths between close-packed steps are not whole numbers of rows. The smallest spacing is then a value such as $d=2/3$ or $d=4/3$, for which the same formula moves the variance up or down by about 1.2%. All these changes exceed the surmise error, so without knowledge of the contact rule the continuum value cannot be trusted to 1% here.

**Repulsion.** Multiply $H$, now including $A/x^2$, by $2\tilde\beta/(kT)^2$. On the ring, summing over periodic images replaces $1/x^2$ by $(\pi/L)^2/\sin^2(\pi x/L)$, so the operator is

$$-\sum_i\partial_i^2+2\tilde A\frac{\pi^2}{L^2}\sum_{i<j}\frac1{\sin^2\theta_{ij}},\qquad \tilde A=\frac{A\tilde\beta}{(kT)^2},\quad\theta_{ij}=\frac{\pi(x_i-x_j)}L .$$

Try $\psi=\prod_{i<j}|\sin\theta_{ij}|^\lambda$. Then $\partial_i\ln\psi=\lambda(\pi/L)\sum_{j\ne i}\cot\theta_{ij}$. In $\psi^{-1}\partial_i^2\psi=(\partial_i\ln\psi)^2+\partial_i^2\ln\psi$, summed over $i$, each product of two cotangents with three different indices occurs twice, and these products add up to $-2$ per triple, since $\cot a\cot b+\cot b\cot c+\cot c\cot a=1$ when $a+b+c=0$. They contribute only a constant. With $\cot^2\theta=1/\sin^2\theta-1$,

$$-\frac1\psi\sum_i\partial_i^2\psi=-2\lambda(\lambda-1)\frac{\pi^2}{L^2}\sum_{i<j}\frac1{\sin^2\theta_{ij}}+\text{const}.$$

The potential cancels if $\lambda(\lambda-1)=\tilde A$. The root that goes to the free case is $\lambda=\frac12(1+\sqrt{1+4\tilde A})$, and $|\psi|^2$ contains $|\sin\theta_{ij}|^{\varrho}$ with $\varrho=2\lambda$.

Here $kT=0.0517$ eV, so $\tilde A=0.002\times0.3/0.0517^2=0.224$ and $\varrho=2.378$. Sampling $|\psi|^2$ for twelve steps gives a variance of $0.1566\pm0.0003$, against 0.1785 for free steps on the same ring. The ratio is $0.877\pm0.002$: a fall of 12%, over ten times the surmise error. Applied to the infinite train, this ratio lowers the standard deviation from 9.07 nm to $9.07\sqrt{0.877}\approx8.5$ nm.

A generalized surmise $\propto s^\varrho e^{-bs^2}$, again with unit mean, has

$$b=\left[\frac{\Gamma((\varrho+2)/2)}{\Gamma((\varrho+1)/2)}\right]^2,\qquad\sigma^2=\frac{\varrho+1}{2b}-1,$$

the latter by one integration by parts. It gives the ratio 0.883, close to the sampled one. By this estimate the variance falls by 1.05% already at $\varrho=2.030$, which at the same $\tilde\beta$ and $T$ means $A\approx1.4\times10^{-4}$ eV nm.

**Finite length.** The highest filled level, $k_F=\pi/\ell$, has energy $(kT)^2k_F^2/(2\tilde\beta)$. Fluctuations on the scale of one terrace width forget the step ends over a length of order $kT$ divided by this energy (longer waves across the train take longer):

$$\frac{2\tilde\beta\ell^2}{\pi^2kT}=\frac{2\times0.3\times21.37^2}{9.87\times0.0517}\approx540\ \text{nm}.$$

Straight, unpinned runs much longer than this are therefore needed: several micrometres at least, and more if the ends are held at equal spacing and the variance is to be good to 1%. The change in variance for shorter runs has not been computed here.

**The real surface.** The assumed $\tilde\beta$ and $A$ could be well off for PbTe. Real steps generally repel through the strain they cause, so the free-fermion value is a reference limit; for the assumed $A$ the correction is the 12% just found. During net growth, and on the flank of a growth spiral, attachment kinetics and supersaturation also shape the widths. Bunching and pinning can change them further, by amounts this equilibrium model does not give. A measured variance that differs from 0.180 by several per cent, and by clearly more than its sampling error, therefore cannot be put down to the 1% error of the surmise. It may reflect any of these effects, the contact rule or short step runs, and the variance alone does not tell them apart. The remaining digits are in the numerical output.

## Table of computed values

```
DETERMINANT (dimensionless, s = width/mean)
E(2) with 4 nodes: 0.003861908493
E(2) with 6 nodes: 0.003498643956
E(2) with 8 nodes: 0.003497326704
E(2) with 12 nodes: 0.003497325149
E(2) with 40 nodes: 0.003497325149
E(0.5) = 0.51507340, p(0.5) = 0.593230
E(1.0) = 0.17021742, p(1.0) = 0.902904
E(3.0) = 0.00000660, p(3.0) = 0.000354
|E(6)|, size of neglected tail: 1.9e-20
integral of E: 0.58999694
exact second moment: 1.17999388
exact variance: 0.17999388
change with finer quadrature: 5.8e-15
variance from p = E'': 0.17999388
third and fourth moments: 1.577939, 2.333092
lattice ring, 12 sites 5 steps, <gap^2>: enumeration 6.73694116
same from determinants: 6.73694116
two-step ring variance: 0.130691
12-step ring variance, determinant: 0.178628
12-step ring variance, sampling: 0.17852 +- 0.00031
WIGNER SURMISE
variance: 0.17809725
variance minus exact: -0.001897
relative error of variance: -1.054 %
relative error of std deviation: -0.528 %
s^2 coefficient exact, surmise: 3.2899, 3.2423
largest p - p_W: -0.00516 at s = 1.10
total-variation distance: 0.00271
p/p_W at s = 3: 1.1498
EXAMPLE PbTe(111), rough or assumed inputs
lattice constant 0.646 nm, miscut 1.0 deg, T 600.0 K
stiffness 0.3 eV/nm, repulsion A 0.002 eV nm, kT 0.05170 eV
step height 0.3730 nm, row spacing 0.3956 nm
mean terrace width: 21.367 nm
std deviation, exact: 9.065 nm
std deviation, surmise: 9.017 nm
difference of std deviations: 0.0479 nm
independent terraces for 1-sigma resolution: 1.92e+04
NEGLECTED EFFECTS
row spacing / terrace width: 0.01851
variance shift from rows: -8.95e-09 (-0.0000 %)
variance shift for rows 4 times coarser: -2.30e-06
reduced repulsion: 0.2244, exponent: 2.3776
sampled variance with repulsion: 0.15655 +- 0.00027
ratio to free steps, sampled: 0.8769 +- 0.0021
ratio to free steps, generalized surmise: 0.8830
exponent with effect equal to surmise error: 2.0304
repulsion A with that effect: 1.37e-04 eV nm
length steps must greatly exceed: 537 nm
```
